The relaxed MP2 density from the Z-vector equation, with CO dipoles

A dipole moment from an MP2 calculation requires a choice of density. The unrelaxed density is available as soon as the amplitudes are known. The relaxed density costs one further linear equation. For CO at a bond length of 1.13 Å, in the two double-zeta bases used below, the two choices give opposite polarities, so the choice has to rest on what each density represents. The theorem below identifies the relaxed density as the one whose trace with the dipole operator is the field derivative of the MP2 energy.

**Setting and assumptions**

Atomic units are used. The molecule has a closed shell, real canonical restricted Hartree–Fock (RHF) orbitals and a fixed atomic-orbital basis, and all electrons are correlated. Indices i, j, k denote occupied orbitals, a, b, c virtual ones, and p, q, r, s any orbitals. Two-electron integrals (pq|rs) have the orbitals of electron 1 to the left of the bar.

A uniform field F along z adds −μF to the energy. An electron has charge −1, so its one-electron operator becomes h + Fz. With E_el denoting the energy without the nuclear–field term,

μ = Σ_A Z_A z_A − dE_el/dF,  E_el = E_HF + E_MP2.

All derivatives are taken at F = 0. The Fock matrix is

f_pq = h_pq + F z_pq + Σ_k [2(pq|kk) − (pk|kq)].  (1)

At the SCF solution f_ai = 0, and in canonical orbitals f_ij = e_i δ_ij and f_ab = e_a δ_ab. The MP2 amplitudes and energy are

t_ij^ab = (ia|jb)/Δ_ij^ab,  Δ_ij^ab = e_i + e_j − e_a − e_b,
u_ij^ab = 2t_ij^ab − t_ij^ba,  E_MP2 = Σ u_ij^ab (ia|jb).

No Δ may vanish, and the matrix A defined in (6) must be nonsingular.

**Theorem**

Let P_HF be the spin-summed Hartree–Fock density, with 2 on each occupied diagonal element. Let D2 have the blocks

D_ij = −2 Σ_kab u_ik^ab t_jk^ab,  D_ab = 2 Σ_ijc u_ij^ac t_ij^bc,  (2)

and let Dz have the elements (Dz)_ai = (Dz)_ia = ζ_ai/2, where Aζ = −X, with X given by (5). Then

dE_el/dF = Tr[(P_HF + D2 + Dz) z].  (3)

The unrelaxed density is P_HF + D2; the relaxed density includes Dz.

**Lemma 1: a functional that is stationary in the amplitudes**

For amplitudes with the pair symmetry t_ij^ab = t_ji^ba, define

L2 = 2 Σ u_ij^ab (ia|jb) + Σ D_ij f_ij + Σ D_ab f_ab.  (4)

It is stationary at the MP2 amplitudes, where it equals E_MP2. Its stationary value does not change when occupied orbitals are rotated among themselves, or virtual orbitals among themselves.

Proof. In canonical orbitals the occupied term is −2 Σ e_i u_ij^ab t_ij^ab. Exchanging the labels (i,a) and (j,b) leaves u and t unchanged, so e_i may be replaced by the average (e_i + e_j)/2. The virtual term is treated in the same way, and

L2 = 2 Σ u_ij^ab (ia|jb) − Σ Δ_ij^ab u_ij^ab t_ij^ab.

Because Δ is unchanged when a and b are exchanged, Σ Δ u δt = Σ Δ δu t. The two variations of the quadratic term are therefore equal, and

δL2 = 2 Σ δu_ij^ab [(ia|jb) − Δ_ij^ab t_ij^ab].

This vanishes at the MP2 amplitudes. There Δt = (ia|jb), so the quadratic term is −E_MP2 and L2 = 2E_MP2 − E_MP2 = E_MP2.

Under an orthogonal rotation within either space, let the amplitudes rotate with their orbital indices. Every index in (4) is summed against a partner that rotates in the same way, so L2 keeps its value. The map between old and new amplitudes is one-to-one, so the stationary value is also kept. ∎

The invariance means that a field-induced orbital change needs to be followed only through occupied–virtual mixing. No differences such as e_i − e_j appear in a denominator, and the degenerate π orbitals of CO need no special treatment.

Both blocks of D2 are symmetric, by relabelling and pair symmetry. Their traces are −2 Σ ut and +2 Σ ut, so Tr D2 = 0: correlation promotes electrons without changing their number.

**Lemma 2: what the unrelaxed density gives**

If the occupied and virtual spaces are held at their field-free form, the field derivative is Tr[(P_HF + D2) z].

Proof. With fixed orbitals, (1) gives ∂f_pq/∂F = z_pq. The Hartree–Fock energy contributes 2 Σ_i z_ii = Tr(P_HF z). In (4) the integrals are fixed, and the change of the amplitudes has no first-order effect by Lemma 1. What remains is Σ D_ij z_ij + Σ D_ab z_ab = Tr(D2 z). ∎

The unrelaxed dipole thus belongs to a field switched on after the SCF step. In that situation f_ai = F z_ai is no longer zero, but the second-order energy of single excitations is quadratic in f_ai, hence in F, and does not affect the first derivative.

**Lemma 3: orbital derivatives**

Let κ_ai be the parameters of an occupied–virtual rotation. To first order,

φ_i → φ_i + Σ_a κ_ai φ_a,  φ_a → φ_a − Σ_i κ_ai φ_i.

The opposite signs preserve orthonormality. At the SCF solution ∂E_HF/∂κ_ck = 0, while ∂L2/∂κ_ck = X_ck and ∂f_ai/∂κ_ck = A_ai,ck, with

X_ck = 4 Σ_jab u_kj^ab (ca|jb) − 4 Σ_ijb u_ij^cb (ik|jb) + 4 G_ck,
G_ck = Σ_pq (D2)_pq [(ck|pq) − ½(cp|qk)],  (5)

A_ai,ck = δ_ac δ_ik (e_a − e_i) + 4(ai|ck) − (ac|ki) − (ak|ci).  (6)

Proof. The Hartree–Fock density changes by 2κ_ck in each of the elements ck and kc. The first-order energy change is the trace of the density change with f, so it equals 4 Σ κ_ck f_ck, which is zero.

The same density change enters the two-electron part of every Fock element:

δf_pq (density part) = Σ_ck κ_ck [4(pq|ck) − (pc|kq) − (pk|cq)].  (7)

Consider now the integral term of (4). The pairs (ia) and (jb) contribute equally by pair symmetry, which turns the prefactor 2 into 4. Replacing φ_k by φ_c in the first pair gives the first term of X. Replacing φ_c by −φ_k gives the second, with its minus sign.

In the Fock terms of (4), rotation of the outer indices adds to f_ij only multiples of f_cj and f_ic, and to f_ab only multiples of f_kb and f_ak. All of these vanish. The density part (7), contracted with D2, remains. Since D2 is symmetric, the two exchange integrals in (7) give equal sums, and the result is 4G_ck.

For f_ai the outer indices do contribute:

−Σ_k κ_ak f_ki + Σ_c κ_ci f_ac = (e_a − e_i) κ_ai.

Adding (7) with pq = ai gives (6). For real orbitals each term of (6) is unchanged when ai and ck are exchanged, so A is symmetric. ∎

**Proof of the theorem**

Add the SCF condition to the energy with multipliers ζ_ai:

L = E_HF + L2 + Σ_ai ζ_ai f_ai.

At the SCF solution in each field f_ai = 0, so L = E_el for any ζ. Let U_ai = dκ_ai/dF be the orbital response. The chain rule gives

dE_el/dF = (∂L/∂F at fixed κ and t) + Σ_ck (∂L/∂κ_ck) U_ck + (∂L/∂t)·(dt/dF).

The last term vanishes by Lemma 1, because the constraint does not contain t. By Lemma 3,

∂L/∂κ_ck = X_ck + Σ_ai ζ_ai A_ai,ck.

Choosing Aζ = −X makes this zero, and U is no longer needed. The explicit field derivative is

dE_el/dF = 2 Σ_i z_ii + Tr(D2 z) + Σ_ai ζ_ai z_ai.

The dipole matrix is symmetric, so the last sum equals Σ_ai (ζ_ai/2)(z_ai + z_ia) = Tr(Dz z). This is (3). ∎

**Remark 1: the same correction from the field response**

Differentiating f_ai = 0 along the SCF solution gives

Σ_ck A_ai,ck U_ck = −z_ai.

Without multipliers, the relaxation term would be Σ X_ai U_ai. Inserting U = −A⁻¹z and using the symmetry of A,

X·U = −X·A⁻¹z = (−A⁻¹X)·z = ζ·z.  (8)

The response route needs one solution for each perturbation. The Z-vector route needs one solution in total, because X contains no field. The derivation used no property of z beyond its being a real, symmetric one-electron operator, so the same relaxed density serves any static perturbation of this kind in a fixed basis.

**Remark 2: a two-orbital case**

Take one occupied orbital i and one virtual orbital a. Then u = t = (ia|ia)/[2(e_i − e_a)], D_ii = −2t² and D_aa = 2t². The contraction in (5) is

G_ai = ½D_aa (ai|aa) + ½D_ii (ai|ii) = t² [(ai|aa) − (ai|ii)],

since the exchange integral removes half of each Coulomb term. The first two terms of X are 4t(aa|ia) and −4t(ii|ia), so

X_ai = 4t(1 + t) [(aa|ai) − (ii|ai)],
A = e_a − e_i + 3(ai|ai) − (aa|ii),  ζ_ai = −X_ai/A.

If the orbitals have opposite parity about an inversion centre, both integrals in X vanish. Then ζ = 0 and the two densities coincide. In a polar system the integrals are in general nonzero. The unrelaxed correction to the trace is 2t²(z_aa − z_ii), whereas the relaxation correction ζ_ai z_ai starts with one power of t multiplied by a further two-electron integral.

The same counting holds for many orbitals. An amplitude is an integral divided by an energy gap. Hence D2, a product of two amplitudes, and the first two terms of X, an amplitude times an integral, are both quadratic in the two-electron integrals when the orbital energies are held fixed. Relaxation therefore cannot be dropped as a higher-order correction to D2.

**Remark 3: where the result fails or needs more terms**

Let A have eigenvalues λ_n and orthonormal eigenvectors v_n. Then

ζ = −Σ_n v_n (v_n·X)/λ_n.

The relaxed density grows without bound as an eigenvalue λ_n approaches zero, provided that v_n·X does not approach zero as well. The gradient of E_HF is 4f_ck, so its second derivative at the SCF solution is 4A. When the lowest eigenvalue falls to zero, the RHF solution is therefore at the edge of stability against real closed-shell rotations. As a Δ approaches zero, the corresponding amplitude itself diverges if its integral (ia|jb) stays nonzero.

Two assumptions limit the formula in other ways. If core orbitals are left out of the correlation sums, L2 is no longer invariant to core–valence rotations, and these need conditions of their own. If basis functions move with the perturbation, as they do when nuclei are displaced, the overlap matrix changes and contributes further terms.

**Worked example: CO**

The carbon atom lies at negative z and the oxygen atom at positive z, 1.13 Å apart, a chosen round distance. A positive dipole means C(−)O(+). In the aug-cc-pVDZ basis there are 7 occupied and 39 virtual orbitals, so the Z-vector equation has 7 × 39 = 273 unknowns. The lowest eigenvalue of A is 0.306 hartree, well away from zero. The trace of the virtual block of D2 is 0.197 electrons, and the relaxed density contains 14 electrons.

The Hartree–Fock dipole is −0.1055 e a0. The occupied and virtual blocks of D2 add

0.0470 + 0.0073 = 0.0543 e a0,

which gives the unrelaxed dipole

−0.1055 + 0.0543 = −0.0512 e a0.

The Z-vector part adds 0.1661 e a0, so the relaxed dipole is

−0.0512 + 0.1661 = +0.1149 e a0,

or +0.1150 before the terms are rounded. In debye the three dipoles are −0.27 (Hartree–Fock), −0.13 (unrelaxed) and +0.29 (relaxed). The total correlation correction is 0.2204 e a0. The D2 blocks supply 0.0543/0.2204 = 25% of it and orbital relaxation the other 75%. The unrelaxed density moves the dipole in the right direction for this level of theory, but not far enough to change its sign.

The field derivative was also obtained from separately converged SCF and MP2 energies at field strengths ±h and ±2h, with h = 0.001 atomic units:

dE/dF ≈ {8[E(h) − E(−h)] − [E(2h) − E(−2h)]}/(12h).

The even powers of F cancel in the differences, and the weights remove the cubic term, so the error is of order h⁴. The resulting dipole differs from the relaxed trace by about 1 × 10⁻⁹ e a0. This tests (3) without using the Z-vector equation. Energies with frozen occupied and virtual spaces reproduce the 0.0543 e a0 of Lemma 2, and SCF densities in the field reproduce the 0.1661 e a0 through (8). An actual rotation of the orbitals along one random direction κ confirms X·κ and Aκ for that direction.

**Reading the relaxation term**

The occupied–virtual density has zero trace, so it displaces charge without adding any. Sorting its dipole, −Σ ζ_ai z_ai, by the symmetry of the occupied orbital gives dipole contributions of

+0.2282 (π) − 0.0620 (σ) = +0.1662 e a0,

which agrees with 0.1661 within rounding. A positive contribution means that electronic charge moves towards carbon. The π part does this, and the σ part partly reverses it.

The split shows how much of the dipole of Dz lies in its σ and π blocks, not which electron pairs cause the change, because A couples σ and π rotations and X contains correlation from all pairs. For the same reason the division depends on the route: sorting the equivalent sum −Σ X_ai U_ai of (8) in the same way gives about +0.194 (π) and −0.028 (σ), with the same total and the same signs. A possible reading is that Hartree–Fock draws the π electrons too strongly towards oxygen and that correlation weakens this polarization. The numbers are compatible with that conjecture but do not prove it.

**Dependence on bond length and basis**

At three bond lengths in aug-cc-pVDZ the dipoles, in e a0, are:

1.08 Å: unrelaxed +0.032, relaxed +0.164
1.13 Å: unrelaxed −0.051, relaxed +0.115
1.18 Å: unrelaxed −0.136, relaxed +0.069

The disagreement in sign is thus not present at every geometry: at 1.08 Å both densities give C(−)O(+). The relaxation correction grows from 0.132 to 0.166 and 0.205 e a0 along the series. From the shortest to the longest bond the unrelaxed dipole falls by 0.168 e a0 and the relaxed one by 0.095 e a0. The choice of density therefore also affects the slope of the dipole with bond length, on which the infrared intensity depends in the harmonic approximation.

In the smaller cc-pVDZ basis at 1.13 Å the relaxed dipole is 0.148 e a0, which is 29% above the aug-cc-pVDZ value. The unrelaxed dipole is −0.038 e a0, so the signs still differ. The agreement with the finite-field derivative shows that the derivative is right for the chosen model; the basis comparison shows that the value still depends on the basis, since adding diffuse functions to cc-pVDZ lowers the relaxed dipole by 0.033 e a0. Going on to aug-cc-pVTZ lowers the relaxed dipole by a further 0.006 e a0 or so at each of the three bond lengths (to about 0.109 e a0, or 0.28 D, at 1.13 Å) and the unrelaxed one by 0.001 to 0.003 e a0. All signs stay the same, but the third and fourth decimals given above belong to aug-cc-pVDZ and are not converged in the basis.

The measured dipole is roughly 0.1 D with polarity C(−)O(+). Relaxed MP2 has this polarity but is too large by about 0.2 D, and the unrelaxed value is too low by a similar amount. Relaxation makes the dipole consistent with the MP2 energy; it does not remove the error of MP2. Higher-order correlation, vibration and relativity are absent here, and a basis error remains.

**A second operator**

For the electronic z² about the bond midpoint, the relaxed trace is 25.2609 a0², equal to the energy derivative at the printed precision. The unrelaxed trace is 25.2406 a0². The difference of 0.0203 a0² is 0.08% of the total. This supports the statement in Remark 1 that one relaxed density serves different perturbations. The exact percentage depends on the chosen origin, and the midpoint makes it especially small. The two nuclei are equally far from the midpoint, so charge moved from one to the other hardly changes z². For an origin shifted by d, (z − d)² = z² − 2dz + d², and since Dz has zero trace the relaxation part changes by −2d Tr(Dz z) = +2d × 0.1661 in atomic units. With the origin at the oxygen nucleus the relaxation part is about 0.375 a0², or 1% of the total there.

For a dipole that is to agree with the response of the MP2 energy to a field, the density to use is the relaxed one. If only a dipole component is wanted, finite-field energies give the same number. The complete set of values is in the numerical output.

Computed results

```
CO, all-electron MP2/aug-cc-pVDZ; dipoles along z, C to O
bond length: 1.13 angstrom
basis functions: 46; occupied: 7; virtual: 39
Z-vector unknowns: 273
HF energy: -112.754536 hartree
MP2 correlation energy: -0.304349 hartree
lowest eigenvalue of A: 0.3056 hartree
electrons promoted, Tr D_vv: 0.1968
electrons in relaxed density: 14.000000
HF dipole: -0.105461 e a0 = -0.2681 D, C(+)O(-)
unrelaxed MP2 dipole: -0.051170 e a0 = -0.1301 D, C(+)O(-)
relaxed MP2 dipole: +0.114961 e a0 = +0.2922 D, C(-)O(+)
finite-field HF dipole: -0.105461 e a0
finite-field MP2 dipole: +0.114961 e a0
relaxed minus finite-field: -1.3e-09 e a0
field steps for dipole: 0.001 and 0.002 a.u., both signs
occupied-block correction: +0.046996 e a0
virtual-block correction: +0.007295 e a0
sum of both blocks: +0.054291 e a0
same from frozen-orbital energies: +0.054291 e a0
Z-vector correction: +0.166131 e a0
same from SCF field response: +0.166131 e a0
Z-vector part, sigma occupied: -0.062024 e a0
Z-vector part, pi occupied: +0.228155 e a0
total correlation correction: +0.220422 e a0
X along a random rotation, formula: +0.002197 hartree
X along it, numerical: +0.002197 hartree
electronic z^2 about the bond midpoint:
  relaxed trace: 25.26088 a0^2
  unrelaxed trace: 25.24057 a0^2
  energy derivative: 25.26088 a0^2
other cases: HF, unrelaxed, relaxed, finite-field (e a0)
  1.08 A, aug-cc-pVDZ: -0.01060, +0.03228, +0.16421, +0.16421
  1.18 A, aug-cc-pVDZ: -0.20366, -0.13587, +0.06883, +0.06883
  1.13 A, cc-pVDZ: -0.09537, -0.03783, +0.14822, +0.14822
conversion: 1 e a0 = 2.541746 D
```
